# Thickness bias from a 20° photoelectron acceptance centred at 60° emission: a numerical check

```python
"""
Photoelectron overlayer thickness with a finite analyser acceptance.

Result under test: when signals are averaged over emission angle theta,
the thickness deduced from the central angle theta0 alone is
    d_app = -L cos(theta0) ln T,   T = < exp(-d / (L cos(theta))) >,
and for a narrow acceptance its relative bias is
    (d_app - d)/d = (s2/2) [a - x tan(theta0)^2],  x = d/(L cos(theta0)).
L: attenuation length (nm); d: true thickness (nm); t = d/L;
s2: angular variance along one axis (rad^2); a: set by shape and weight.
Angles are from the surface normal. The average < > uses the angular
distribution of the signal from a thick uniform sample.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn

L = 3.0
D = 2.0
CENTRE = np.radians(60.0)
HALF = np.radians(10.0)
C0 = np.cos(CENTRE)
TAN2 = np.tan(CENTRE) ** 2


def directions(shape, weighting, half=HALF):
    """Secants of the emission angles and normalised weights."""
    if shape == "fan":
        node, weight = np.polynomial.legendre.leggauss(200)
        cosine = np.cos(CENTRE + half * node)
    else:
        node, weight = np.polynomial.legendre.leggauss(60)
        low = np.cos(half)
        cos_off = low + (1 - low) * (node + 1) / 2
        azimuth = 2 * np.pi * (np.arange(96) + 0.5) / 96
        sin_off = np.sqrt(1 - cos_off ** 2)
        cosine = (C0 * cos_off[:, None] + np.sin(CENTRE)
                  * sin_off[:, None] * np.cos(azimuth)[None, :]).ravel()
        weight = np.repeat(weight, 96)
    if weighting == "cosine":
        weight = weight * cosine
    return 1 / cosine, weight / weight.sum()


def transmission(d, acceptance):
    secant, weight = acceptance
    return weight @ np.exp(-d / L * secant)


def apparent(d, acceptance):
    return -L * C0 * np.log(transmission(d, acceptance))


cases = [("fan", "flat"), ("fan", "cosine"),
         ("cone", "flat"), ("cone", "cosine")]
base = directions("fan", "flat")

# Signals from their definition: emission integrated over depth and angle.
# Viewed sample area is 1/cos(theta) (flat case) or constant (cosine case).


def emitted(z_low, z_high, weighting):
    def per_angle(theta):
        cosine = np.cos(theta)
        area = 1 / cosine if weighting == "flat" else 1.0
        return area * quad(lambda z: np.exp(-z / (L * cosine)),
                           z_low, z_high, epsabs=1e-11)[0]
    return quad(per_angle, CENTRE - HALF, CENTRE + HALF, epsabs=1e-10)[0]


for weighting in ("flat", "cosine"):
    film = emitted(0, D, weighting)
    substrate = emitted(D, D + 30 * L, weighting)
    measured = film / substrate
    single_angle = brentq(
        lambda d: np.expm1(d / (L * C0)) - measured, 0.01, 20, xtol=1e-12)
    assert abs(single_angle
               - apparent(D, directions("fan", weighting))) < 1e-6

# Cone average again, now over polar angle with its azimuthal width.


def cone_integral(function):
    def integrand(theta):
        edge = ((np.cos(HALF) - np.cos(theta) * C0)
                / (np.sin(theta) * np.sin(CENTRE)))
        return (function(np.cos(theta)) * np.sin(theta)
                * 2 * np.arccos(np.clip(edge, -1, 1)))
    return quad(integrand, CENTRE - HALF, CENTRE + HALF,
                epsabs=1e-11, limit=200)[0]


for weighting in ("flat", "cosine"):
    power = 0 if weighting == "flat" else 1
    direct = (cone_integral(lambda c: c ** power * np.exp(-D / (L * c)))
              / cone_integral(lambda c: c ** power))
    assert abs(direct - transmission(D, directions("cone", weighting))) < 1e-6

# Closed forms for the mean and variance of sec(theta) in the flat fan.
first, last = CENTRE - HALF, CENTRE + HALF
k1 = (np.log(1 / np.cos(last) + np.tan(last))
      - np.log(1 / np.cos(first) + np.tan(first))) / (2 * HALF)
k2 = (np.tan(last) - np.tan(first)) / (2 * HALF) - k1 ** 2
mean_num = quad(lambda q: 1 / np.cos(q), first, last)[0] / (2 * HALF)
var_num = quad(lambda q: (1 / np.cos(q) - mean_num) ** 2,
               first, last)[0] / (2 * HALF)
assert abs(k1 - mean_num) < 1e-10 and abs(k2 - var_num) < 1e-10
thin = 1e-3 * L
slope = (apparent(thin, base) / thin - C0 * k1) / 1e-3
assert abs(slope + C0 * k2 / 2) < 1e-3

# Narrow-acceptance law; the remainder must be of fourth order in width.
offset = {("fan", "flat"): 1 + 2 * TAN2, ("fan", "cosine"): 1.0,
          ("cone", "flat"): 2 / C0 ** 2, ("cone", "cosine"): 2.0}


def narrow_law(d, case, half):
    variance = half ** 2 / (3 if case[0] == "fan" else 4)
    return variance / 2 * (offset[case] - d / (L * C0) * TAN2)


narrow = np.radians(1.0)
for case in cases:
    accepted = directions(*case, half=narrow)
    for d in (0.6, 2.0, 6.0):
        exact = apparent(d, accepted) / d - 1
        assert abs(exact - narrow_law(d, case, narrow)) < 40 * narrow ** 4


def crossover(acceptance):
    return brentq(lambda d: apparent(d, acceptance) / d - 1, 0.003, 30)


cross_law = L * C0 * (1 + np.sin(CENTRE) ** 2) / np.sin(CENTRE) ** 2
assert abs(crossover(directions("fan", "flat", narrow)) / cross_law - 1) < 0.01

# Apparent-to-true ratio falls steadily, towards the smallest-angle limit.
depths = L * np.linspace(0.01, 20, 300)
for case in cases:
    accepted = directions(*case)
    ratios = np.array([apparent(d, accepted) / d for d in depths])
    assert np.all(np.diff(ratios) < 0)
thick = 300.0
edge_slope = np.tan(first) / np.cos(first)
asymptote = C0 * (1 / np.cos(first)
                  + np.log(2 * HALF * thick * edge_slope) / thick)
assert abs(apparent(thick * L, base) / (thick * L) - asymptote) < 1e-4
thick_limit = C0 / np.cos(first)

# Thickness recovered from the averaged ratio by the two-cumulant quadratic.


def quadratic_thickness(d):
    log_term = -np.log(transmission(d, base))
    return L * (k1 - np.sqrt(k1 ** 2 - 2 * k2 * log_term)) / k2


T = transmission(D, base)
R = (1 - T) / T
d_app = apparent(D, base)
bias = d_app - D
recovered = quadratic_thickness(D)
assert abs(recovered - D) < 0.3 * abs(bias)
full_inverse = brentq(lambda d: transmission(d, base) - 1 / (1 + R), 0.01, 20)
assert abs(full_inverse - D) < 1e-8

# Sizes of neglected effects for the same film, as shifts in nm.
tilt_deg, length_error, spread = 1.0, 0.10, 0.20
tilt_shift = D * (C0 / np.cos(CENTRE + np.radians(tilt_deg)) - 1)
length_shift = D * length_error
gh_node, gh_weight = np.polynomial.hermite.hermgauss(30)
rough_T = gh_weight @ np.exp(
    -(D + np.sqrt(2) * spread * gh_node) / (L * C0)) / np.sqrt(np.pi)
spread_shift = -L * C0 * np.log(rough_T) - D
assert abs(spread_shift + spread ** 2 / (2 * L * C0)) < 1e-8
energy, inner, separation = 1400.0, 12.0, 4.0
sin_inside = np.sin(CENTRE) * np.sqrt(energy / (energy + inner))
refraction_shift = D * (C0 / np.sqrt(1 - sin_inside ** 2) - 1)
L_sub = L * ((energy + separation) / energy) ** 0.75
unequal_R = (1 - np.exp(-D / (L * C0))) / np.exp(-D / (L_sub * C0))
energy_shift = L * C0 * np.log(1 + unequal_R) - D

beta = 1.0
magic = np.arccos(1 / np.sqrt(3))
anisotropy_shift = []
for sign in (1, -1):
    secant, weight = base
    psi = magic + sign * (np.arccos(1 / secant) - CENTRE)
    changed = weight * (1 + beta / 2 * (1.5 * np.sin(psi) ** 2 - 1))
    changed = changed / changed.sum()
    anisotropy_shift.append(apparent(D, (secant, changed)) - d_app)

# Elastic scattering, isotropic transport model. By reciprocity the depth
# of origin follows the collision density of a beam sent into the solid.
albedo, inelastic = 0.15, 3.3
free_path = inelastic * (1 - albedo)
film_cells = 20
cell = D / free_path / film_cells
count = int(14 / cell)


def collisions(mu):
    edges = cell * np.arange(count + 1)
    middle = (edges[1:] + edges[:-1]) / 2
    uncollided = np.exp(-edges[:-1] / mu) - np.exp(-edges[1:] / mu)
    gap = np.abs(middle[:, None] - middle[None, :])
    transfer = 0.5 * (expn(2, np.maximum(gap - cell / 2, 0))
                      - expn(2, gap + cell / 2))
    np.fill_diagonal(transfer, 1 - expn(2, cell / 2))
    return np.linalg.solve(np.eye(count) - albedo * transfer, uncollided)


node, weight = np.polynomial.legendre.leggauss(80)
mu_grid, mu_weight = (node + 1) / 2, weight / 2
root = np.sqrt(1 - albedo)
H = np.ones_like(mu_grid)


def h_function(mu, H_grid):
    kernel = mu_grid * H_grid * mu_weight / (np.atleast_1d(mu)[:, None]
                                             + mu_grid)
    return 1 / (root + albedo / 2 * kernel.sum(axis=1))


for _ in range(100):
    H = h_function(mu_grid, H)
effective = []
for mu in (1.0, C0):
    density = collisions(mu)
    assert abs(density.sum() / (h_function(mu, H)[0] / root) - 1) < 2e-3
    below = density[film_cells:].sum()
    effective.append(D / (mu * np.log(density.sum() / below)))
elastic_shift = D * (effective[0] / effective[1] - 1)

print(f"attenuation length L = {L:.1f} nm; true thickness = {D:.1f} nm")
print(f"central angle = {np.degrees(CENTRE):.0f} deg; "
      f"half-width = {np.degrees(HALF):.0f} deg")
print(f"d/L = {D / L:.4f}; d/(L cos theta0) = {D / (L * C0):.4f}")
print(f"central-angle substrate signal = {np.exp(-D / (L * C0)):.5f}")
print(f"central-angle overlayer signal = {1 - np.exp(-D / (L * C0)):.5f}")
print(f"central-angle signal ratio = {np.expm1(D / (L * C0)):.4f}")
print(f"averaged substrate signal T = {T:.5f}")
print(f"averaged overlayer signal 1-T = {1 - T:.5f}")
print(f"averaged signal ratio R = {R:.4f}; ln(1+R) = {np.log1p(R):.5f}")
print(f"apparent thickness = {d_app:.4f} nm")
print(f"thickness bias = {bias:+.4f} nm = {100 * bias / D:+.2f} %")
print(f"narrow-law bias = {100 * narrow_law(D, cases[0], HALF):+.2f} %")
print(f"mean secant k1 = {k1:.5f}; variance k2 = {k2:.5f}")
print(f"thin-film bias limit = {100 * (C0 * k1 - 1):+.2f} %")
print(f"thick-film bias limit = {100 * (thick_limit - 1):+.2f} %")
print(f"quadratic recovery at 2 nm = {recovered:.4f} nm")
print(f"quadratic recovery at 6 nm = {quadratic_thickness(6.0):.4f} nm")
print(f"full numerical recovery at 2 nm = {full_inverse:.4f} nm")
print("flat fan: true nm, T, apparent nm, bias nm, bias %")
for d in (1.0, 2.0, 3.0, 4.0, 6.0):
    value = apparent(d, base)
    print(f"  {d:.1f}, {transmission(d, base):.5f}, {value:.4f}, "
          f"{value - d:+.4f}, {100 * (value / d - 1):+.2f}")
print(f"narrow flat-fan crossover = {cross_law:.3f} nm")
print("acceptance: bias at 2 nm (nm), bias (%), crossover (nm)")
for case in cases:
    accepted = directions(*case)
    shift = apparent(D, accepted) - D
    print(f"  {case[0]}, {case[1]}: {shift:+.4f}, "
          f"{100 * shift / D:+.2f}, {crossover(accepted):.3f}")
print("neglected effects at 2 nm, shift of apparent thickness:")
print(f"  tilt to larger angle by {tilt_deg:.0f} deg: {tilt_shift:+.4f} nm")
print(f"  L taken {100 * length_error:.0f} % too large: "
      f"{length_shift:+.4f} nm")
print(f"  thickness spread {spread:.2f} nm rms: {spread_shift:+.4f} nm")
print(f"  kinetic energy {energy:.0f} eV, inner potential {inner:.0f} eV")
print(f"  surface refraction: {refraction_shift:+.4f} nm")
print(f"  peak separation {separation:.0f} eV: {energy_shift:+.5f} nm")
print(f"  anisotropy beta = {beta:.0f}, two source sides: "
      f"{anisotropy_shift[0]:+.4f}, {anisotropy_shift[1]:+.4f} nm")
print(f"  elastic model: albedo {albedo:.2f}, "
      f"inelastic path {inelastic:.1f} nm")
print(f"  effective L at 0 and 60 deg: {effective[0]:.3f}, "
      f"{effective[1]:.3f} nm")
print(f"  elastic shift if L from 0 deg is used: {elastic_shift:+.4f} nm")
print("tests ok")
```

Running it gives:

```
attenuation length L = 3.0 nm; true thickness = 2.0 nm
central angle = 60 deg; half-width = 10 deg
d/L = 0.6667; d/(L cos theta0) = 1.3333
central-angle substrate signal = 0.26360
central-angle overlayer signal = 0.73640
central-angle signal ratio = 2.7937
averaged substrate signal T = 0.25841
averaged overlayer signal 1-T = 0.74159
averaged signal ratio R = 2.8698; ln(1+R) = 1.35319
apparent thickness = 2.0298 nm
thickness bias = +0.0298 nm = +1.49 %
narrow-law bias = +1.52 %
mean secant k1 = 2.07620; variance k2 = 0.14620
thin-film bias limit = +3.81 %
thick-film bias limit = -22.21 %
quadratic recovery at 2 nm = 2.0023 nm
quadratic recovery at 6 nm = 6.0758 nm
full numerical recovery at 2 nm = 2.0000 nm
flat fan: true nm, T, apparent nm, bias nm, bias %
  1.0, 0.50453, 1.0262, +0.0262, +2.62
  2.0, 0.25841, 2.0298, +0.0298, +1.49
  3.0, 0.13419, 3.0127, +0.0127, +0.42
  4.0, 0.07056, 3.9770, -0.0230, -0.58
  6.0, 0.02014, 5.8575, -0.1425, -2.37
narrow flat-fan crossover = 3.500 nm
acceptance: bias at 2 nm (nm), bias (%), crossover (nm)
  fan, flat: +0.0298, +1.49, 3.416
  fan, cosine: -0.0313, -1.57, 0.467
  cone, flat: +0.0301, +1.51, 3.926
  cone, cosine: -0.0160, -0.80, 0.950
neglected effects at 2 nm, shift of apparent thickness:
  tilt to larger angle by 1 deg: +0.0627 nm
  L taken 10 % too large: +0.2000 nm
  thickness spread 0.20 nm rms: -0.0133 nm
  kinetic energy 1400 eV, inner potential 12 eV
  surface refraction: -0.0250 nm
  peak separation 4 eV: -0.00315 nm
  anisotropy beta = 1, two source sides: +0.0253, -0.0250 nm
  elastic model: albedo 0.15, inelastic path 3.3 nm
  effective L at 0 and 60 deg: 2.957, 3.017 nm
  elastic shift if L from 0 deg is used: -0.0397 nm
tests ok
```
